Mode-resolved phonon transmission from Green functions and flux-normalised Bloch modes

**1. A sum that breaks energy conservation**

A model silicon/germanium junction has three open vibrational channels on each side at 2.5 THz, for the in-plane wavevector treated below. A Green function gives the displacement of the last layer for each incoming wave. If that displacement is resolved into outgoing modes by ordinary overlaps with unit mode vectors, and the amplitudes are scaled by the root of the velocity, their squared magnitudes sum to 3.027. Three incoming waves of unit energy flux cannot deliver more than three units.

The Green function is correct; the projection is faulty. Bloch modes at one frequency belong to different wavenumbers, so they are eigenvectors of different matrices and need not be orthogonal. Energy flux supplies the inner product that separates them.

**2. Lead modes and self-energies**

Let u_n be the mass-weighted displacements in layer n (square root of mass times displacement), with time factor exp(−iωt). A periodic harmonic lead obeys

ω² u_n = H10 u_(n−1) + H00 u_n + H01 u_(n+1), H10 = H01†.

The in-plane wavevector q is fixed and contained in these matrices. Setting u_n = λⁿu and multiplying by λ gives

[λ(ω² − H00) − λ² H01 − H10] u = 0.

With x = (u, λu) this becomes the linear problem A x = λ B x, where

A = [0, I; −H10, ω² − H00], B = [I, 0; 0, H01].

The first row states that the lower half of x is λu; the second is the mode equation. No inverse of H01 is needed. This matters in the diamond lattice, where a (001) layer has two atomic planes and only one of them touches the next layer. At the q used here H01 is a 6×6 matrix of rank 3, and the twelve eigenvalues comprise three zeros, three infinities and six finite nonzero values. At special q on the zone edge the rank can be lower.

For the right lead we keep waves that leave the junction: |λ| < 1, including λ = 0, or |λ| = 1 with group velocity v > 0. This is the retarded choice. Replacing ω by ω + iε changes the wavenumber by iε/v, which makes |λ| slightly less than one when v > 0. Away from band edges this gives six vectors, the columns of U. Assuming that they are independent,

u_(n+1) = F u_n, F = U Λ U⁻¹.

Eliminating layer N+1 from the equation of the last device layer N replaces H01 u_(N+1) by Σ_R u_N, with

Σ_R = H01 F.

In the left lead the outgoing part obeys u_0 = B_L u_1, found by the same procedure with the direction reversed, and Σ_L = H10 B_L. If D is the dynamical matrix of layers 1 to N, the retarded Green function is

G = [ω² − D − Σ_L − Σ_R]⁻¹,

where Σ_L acts on layer 1 and Σ_R on layer N. We assume that layers 1 and N join the leads through the leads' own coupling blocks; a buffer layer at each end ensures this. Define also

Γ = i(Σ − Σ†).

**3. Flux as the inner product**

For a unit vector u and λ = exp(ikd), with layer period d,

ω²(k) = u†(H00 + λH01 + λ*H10)u.

On differentiating, the changes of u drop out, because u is a normalised eigenvector of a Hermitian matrix. Hence

2ωv = id(λu†H01u − λ*u†H10u).

For an outgoing mode Σ_R u = λH01u, so the bracket times i is u†Γ_R u. Therefore

J = u†Γ_R u = 2ωv/d.

J also measures power. Layer n exerts the generalised force −H10u_n on layer n+1, whose velocity is −iωu_(n+1). The time-averaged power is

P = ½ Re[(−iωλu)†(−H10u)] = −(ω/2) Im(λu†H01u) = ωJ/4.

The last step uses J = i(2i Im λu†H01u) = −2 Im λu†H01u. At fixed ω, w = u/√J therefore carries the same power in every channel.

Now take two outgoing modes m and n, and write a = u_m†H01u_n and b = u_m†H10u_n. For nonzero λ, project the equation of n on u_m, and the adjoint equation of m on u_n:

ω²u_m†u_n = b/λ_n + u_m†H00u_n + λ_n a,

ω²u_m†u_n = a/λ_m* + u_m†H00u_n + λ_m* b.

Subtracting, and multiplying by λ_m*λ_n, gives

(λ_m*λ_n − 1)(λ_n a − λ_m* b) = 0.

The second factor is −i u_m†Γ_R u_n. In the outgoing set the first factor vanishes only if both modes propagate with the same λ. All other flux products are zero, including the product of an evanescent mode with itself. A mode with λ_n = 0 satisfies H10u_n = 0, so b = 0 and λ_n a = 0; the case λ_m = 0 follows by taking the adjoint. Thus

U†Γ_R U = diag(J_1, …, J_M, 0, …, 0)

for M propagating modes. Multiplying by U⁻¹ from the right and reading row m gives

(U⁻¹)_m = u_m†Γ_R/J_m.

This dual row extracts the coefficient of mode m. Solving the same diagonal relation for Γ_R gives the completeness relation

Γ_R = Σ_m J_m (U⁻¹)_m†(U⁻¹)_m = Σ_m Γ_R w_m w_m†Γ_R.

If several modes share one λ, take a basis Q of their space and diagonalise Q†Γ_R Q before normalising. Otherwise the vanishing first factor leaves their cross products unconstrained.

**4. The incoming wave and the amplitude**

Let φ_n be a right-moving propagating wave in the left lead. The scattered part u − φ is outgoing there, so

u_0 = φ_0 + B_L(u_1 − φ_1).

The equation of layer 1 becomes

(ω² − D_11 − Σ_L)u_1 − D_12u_2 = H10φ_0 − Σ_Lφ_1.

To simplify the source, let g(z) be the surface block of the inverse of z minus the left half-lead matrix. A field driven by layer 1 is u_0 = g(z)H01u_1, and Σ_L = H10 g H01 with z just above the real axis. Since the half-lead matrix is Hermitian, g(z*) = g(z)†. Just below the real axis, a right-moving wave has |λ| slightly above one and decays towards n → −∞. It is then the field selected by g(z*), so

H10φ_0 = H10 g† H01φ_1 = Σ_L†φ_1.

The source is (Σ_L† − Σ_L)φ_1 = iΓ_Lφ_1. With φ_1 = w_n,

u_N = i G_N1 Γ_L w_n.

Expanding u_N = Σ_m c_m u_m, the dual row gives c_m = u_m†Γ_R u_N/J_m. The flux-normalised amplitude is t_mn = √J_m c_m, or

t_mn = i w_m† Γ_R G_N1 Γ_L w_n.

It links the incoming wave, continued to layer 1, with the outgoing wave at layer N. Its phase depends on the phases chosen for the mode vectors. For nondegenerate modes, |t_mn|² does not.

**5. Recovering the trace**

A completeness relation is also needed for the incoming modes. From Section 4, Σ_L†u_n = λ_n*H10u_n, because 1/λ_n = λ_n* on the unit circle. Thus

u_m†Γ_L u_n = i(λ_m a − λ_n* b).

For different λ, Section 3 gave λ_n a = λ_m*b; multiplying by λ_mλ_n* gives λ_m a = λ_n*b, so the product vanishes. For m = n it is J_n. The matrix W of normalised incoming modes therefore satisfies W†Γ_L W = I.

The argument of Section 3, reversed in direction, shows that Γ_L is positive semidefinite and that its rank is the number of left-moving channels. This equals the number of right-moving ones, because a periodic band crosses a given frequency equally often upwards and downwards. The columns of Γ_L^½W are therefore an orthonormal basis of the range of Γ_L, and Γ_L^½WW†Γ_L^½ is the projector on that range. Multiplying by Γ_L^½ on both sides yields Γ_L = Γ_L WW†Γ_L. Hence

Σ_mn |t_mn|² = Σ_m w_m†Γ_R G_N1 [Σ_n Γ_L w_n w_n†Γ_L] G_N1†Γ_R w_m

= Σ_m w_m†Γ_R G_N1 Γ_L G_N1†Γ_R w_m

= Tr[Γ_R G_N1 Γ_L G_N1†].

The last line uses the cyclic property of the trace and completeness in the right lead.

The sum rule is necessary, but it does not certify single entries. If t is replaced by Vt with V unitary, the sum is unchanged while power moves between outgoing modes. Individual amplitudes need a separate test.

**6. A junction that can be solved by hand**

Consider two atomic chains with common spring K and masses m_L and m_R. Write h = K/m for each chain, c = √(h_L h_R), and λ = exp(iθ) with 0 < θ < π. The dispersion relation ω² = 2h − h(λ + 1/λ) holds on each side. The self-energies are −hλ, so Γ = 2h sin θ. With one atom of each chain as the device,

ω² − 2h + hλ = −h/λ,

and the matrix to invert is [−h_L/λ_L, c; c, −h_R/λ_R]. Its determinant is c²[1/(λ_Lλ_R) − 1], so

G_21 = −λ_Lλ_R/[c(1 − λ_Lλ_R)].

Here w = 1/√Γ, hence t = i√(Γ_LΓ_R)G_21. Put Θ = θ_L + θ_R and use 1 − exp(iΘ) = −2i exp(iΘ/2) sin(Θ/2):

t = √(sin θ_L sin θ_R) exp(iΘ/2)/sin(Θ/2).

For equal masses t = exp(iθ), the phase of one layer step. At long wavelength θ is proportional to √m, and

|t|² → 4√(m_L m_R)/(√m_L + √m_R)².

This is the acoustic-impedance result for a common spring. For masses 28.085 and 72.63 u it gives 0.946.

**7. Silicon/germanium example**

The three-dimensional model places springs on nearest-neighbour bonds of the diamond lattice. For a unit bond vector e, the force-constant matrix is

k_bond = K_t I + (K_r − K_t)e eᵀ,

with K_r = 130 N/m and K_t = 15 N/m. A coupling block between atoms i and j sums −k_bond exp(iq·δ)/√(m_i m_j) over their bonds with in-plane displacement δ; an on-site block sums k_bond/m_i over four bonds. Both crystals use these springs and a = 0.543 nm, so d = a/2 = 0.2715 nm. We take q = (0.12, 0.06)·2π/a. The eight device planes are Si, Si, Si, Ge, Si, Ge, Ge, Ge: an abrupt junction with its two middle planes exchanged.

At this q the highest acoustic onset is 1.708 THz in silicon and 1.062 THz in germanium, both below 2.5 THz. A branch also closes above its highest frequency, so the onsets alone do not suffice; the mode solution finds three open channels on each side at 2.5 THz. Matrices are stored in THz², which turns v = dJ/(2ω) into v = πdJ/ν. For the first silicon mode,

v = π × 0.2715 × 13.939/2.5 = 4.756 km/s.

Mode 1 is nearly longitudinal on each side, with 0.992 of its squared displacement along the wavevector in Si and 0.965 in Ge. Modes 2 and 3 are nearly transverse. The matrix |t_mn|², with incoming Si modes as columns, is

0.9529  0.0022  0.0307

0.0034  0.9448  0.0219

0.0212  0.0334  0.9056

Most power keeps its polarisation. The largest conversion, 3.3 per cent, joins the two transverse modes. The column sums are 0.9776, 0.9804 and 0.9581, and their total is 2.91605. A trace built separately, with surface Green functions from repeated elimination of layers and a small imaginary frequency, gives 2.91604.

The same comparison over frequency shows the channel limits.

- At 1.5 THz silicon has two channels and germanium three; the sum is 1.930.
- At 4.0 THz the numbers are three and one; the sum is 0.992.
- At 6.0 and 8.0 THz there is one channel on each side, but the sums are 0.643 and 0.221.
- At 10.0 THz germanium has no channel and the sum vanishes.

Flux conservation bounds every eigenvalue of t†t by one, and its rank cannot exceed either channel count. The total therefore cannot exceed the smaller count. The values at 6.0 and 8.0 THz show that an open channel need not transmit well.

**8. Error analysis**

*Wrong projection.* Ordinary overlap returns, in place of c_m,

c_m + Σ_(n≠m)(u_m†u_n)c_n.

The error is of first order in the overlap, and a velocity ratio can enlarge it. The largest overlap between two germanium modes is 0.207. It joins modes 1 and 3, so transmission of the third silicon mode leaks into mode 1 with amplitude 0.207 × √(9.943/6.366) × √0.906 = 0.25. The largest amplitude error found is 0.263. It occurs in this same entry, and the remaining 0.017 is leakage from mode 2. Nothing else contributes. At this frequency all six finite λ propagate, three in each direction. The λ = 0 vectors have zero coefficient, because the last plane obeys the bulk equation with an invertible coupling to the plane before it.

*Degenerate modes.* At q = 0 and 2.5 THz the two transverse modes share one λ. Suitable flux-orthogonal bases make their transmission block diagonal, with entries s_1 and s_2. Replace the second basis vector on both sides by the sum of both vectors divided by √2. Each vector still carries unit flux, but the sum of squares becomes

s_1² + ½s_1² + ½s_1² + ¼(s_1 + s_2)².

For s_1 = s_2 = 1 this is 3 where 2 is correct. In the full junction the orthogonal sum is 2.907, in agreement with the trace, while the mixed basis, with s_1 the larger entry, gives 3.943. Normalising each vector does not replace orthogonalisation.

*Artificial broadening.* The mode solution needs no imaginary frequency; the eliminated-layer trace does. Replacing ν by ν + iη changes the latter by −1.31×10⁻² at η = 10⁻³ THz and by −1.31×10⁻³ at 10⁻⁴ THz. The error is linear, and at 10⁻³ THz it is 0.45 per cent of the total. Extrapolation to 10⁻⁶ THz gives −1.3×10⁻⁵, which accounts for the difference between 2.916048 and 2.916035.

*Band edges.* Near an edge k_0, ω² − ω_0² ≈ C(k − k_0)². A numerical error ε in ω² displaces k by about ε/[2C(k − k_0)], growing to √(ε/|C|) at the edge. The modulus of λ then no longer separates propagating from evanescent modes reliably, while J → 0 makes the normalisation singular. Frequencies should be kept away from edges, or the approach to an edge studied as a limit.

*Individual amplitudes.* Two tests go beyond the sum. First, the layer equations were solved directly for unknown reflected and transmitted mode coefficients, without a Green function. At the five scanned frequencies with open channels on both sides, the complex amplitudes agreed within a tolerance of 10⁻⁷ plus 10⁻⁵ times their magnitude. At 2.5 THz the reflected fractions are 0.0225, 0.0197 and 0.0419, which complete the three column sums to one.

Second, three wave packets were followed by Newton's equations for 31.9 ps, and their final energy was sorted by germanium band. Their initial envelope was exp[−n²/(2·50²)]. The spectral energy then has a standard deviation of 1/(50√2) = 0.014 rad per layer, or about 0.04 THz for the fastest packet. Compared with |t_mn|² averaged over the same spectrum, the largest difference among the nine fractions is 1.5×10⁻⁴.

**9. How far the example represents a real junction**

The springs are round values in the regime of silicon, not a fitted force field. The model's longitudinal sound speed along [001] is 6.49 km/s, about 23 per cent below a rough real value of 8.4 km/s. If all springs were scaled together, frequencies would scale with the root of the spring constant. On that assumption, a real frequency of 2.5 THz corresponds to about 1.9 THz in the model. The scan does not settle the size of this effect. It has no point at 1.9 THz, and the silicon onset at 1.708 THz, where a further channel opens with vanishing velocity, lies between its points at 1.5 and 2.5 THz. Moreover, real force constants do not differ from the model by one common factor. The transverse branches show this most clearly: at the zone-edge point X they end near 2.4 THz in real germanium, but at 3.55 THz in the model. The branch tops at this q are not exactly the value at X, but they lie close to it. At 2.5 THz the transverse channels of real germanium are therefore at or near their tops, and one or both may be closed. The three-channel matrix illustrates the method; it does not predict the transmission of a real junction at this frequency.

The lattice constants of silicon and germanium differ by roughly 4.2 per cent. With masses, q and frequency fixed, making the Ge–Ge bonds 10 per cent softer changes the sum to 2.887; making them 17 per cent stiffer gives 2.938. The second figure is a rough allowance for strain: it assumes a volume change of twice the misfit and a Grüneisen number of one, so that frequencies rise by twice the misfit and spring constants by four times the misfit. Both changes are about one per cent, but both scale K_r and K_t by one factor. A single positive Grüneisen number does not describe the transverse acoustic modes, which in real germanium soften under compression near the zone edge. Making K_r of the Ge–Ge bonds 17 per cent stiffer and K_t 30 per cent softer gives 2.739, a change of six per cent.

The order of the atoms matters more than such a uniform scaling of the springs. With springs, q and frequency fixed, an abrupt junction gives 2.752. Four middle planes in the order Ge, Si, Ge, Si give 2.758, and four planes of mean mass give 2.883. At this frequency, exchanging one pair of planes thus raises the sum above that of the abrupt junction. This is not a general rule: at 6.0 and 8.0 THz the same exchange lowers it, from 0.909 and 0.828 to 0.643 and 0.221. Partial impedance matching is a possible explanation, but it remains a conjecture here. In a real intermixed junction the disorder also scatters between different q. Such a junction needs a larger in-plane cell, and the comparisons above do not bound that effect.

Anharmonic scattering is absent. A rough germanium conductivity of 60 W/mK, with the classical heat capacity and the model's longitudinal sound speed assigned to every mode, gives a single averaged mean free path of 22 nm. Most modes are slower, and a lower average speed would give a longer path for the same conductivity. The 1.086 nm device is 5 per cent of 22 nm, which suggests that scattering inside it is weak on average. This ratio is not the scattering probability of the particular modes at 2.5 THz. At 300 K, hν/(k_BT) = 0.40. The harmonic transmission does not depend on temperature, and at this ratio a mode's heat capacity is within about 1.3 per cent of its classical value.

All these totals belong to one in-plane wavevector. An interface conductance requires integration over q and frequency with the thermal weight. The numerical output below lists the mode data, the frequency scan and the packet fractions.

Numbers as computed

```
springs radial, transverse: 130, 15 N/m; a = 0.543 nm; masses 28.085, 72.63 u
frequency 2.5 THz; q = (0.12, 0.06) x 2pi/a; layer period 0.2715 nm
Si acoustic branch onsets at kz = 0: 0.935 1.110 1.708 THz
Ge acoustic branch onsets at kz = 0: 0.581 0.690 1.062 THz
Si in mode 1: kz 1.544 1/nm, vz 4.756 km/s, J 13.939 THz^2, longitudinal share 0.992
Si in mode 2: kz 3.332 1/nm, vz 3.827 km/s, J 11.217 THz^2, longitudinal share 0.012
Si in mode 3: kz 3.716 1/nm, vz 4.090 km/s, J 11.988 THz^2, longitudinal share 0.024
Ge out mode 1: kz 3.380 1/nm, vz 3.392 km/s, J 9.943 THz^2, longitudinal share 0.965
Ge out mode 2: kz 5.946 1/nm, vz 2.084 km/s, J 6.108 THz^2, longitudinal share 0.020
Ge out mode 3: kz 6.184 1/nm, vz 2.172 km/s, J 6.366 THz^2, longitudinal share 0.018
largest overlap of two unit Ge modes: 0.2068
|t|^2 into Ge mode 1 from Si modes 1,2,3: 0.95293 0.00217 0.03067
|t|^2 into Ge mode 2 from Si modes 1,2,3: 0.00344 0.94479 0.02186
|t|^2 into Ge mode 3 from Si modes 1,2,3: 0.02119 0.03340 0.90561
transmitted per Si mode: 0.97755 0.98035 0.95814
reflected per Si mode: 0.02245 0.01965 0.04186
sum of |t|^2: 2.916048
trace by decimation, eta 1e-6 THz: 2.916035
trace error at eta 1e-3, 1e-4 THz: -1.31e-02, -1.31e-03
plain overlap: sum 3.02705, largest amplitude error 0.2633
q=0: orthogonal sum 2.90735, trace 2.90733, non-orthogonal sum 3.94316
scan 1.5 THz: channels Si 2, Ge 3, sum 1.92970, trace 1.92969
scan 2.5 THz: channels Si 3, Ge 3, sum 2.91605, trace 2.91604
scan 4.0 THz: channels Si 3, Ge 1, sum 0.99246, trace 0.99246
scan 6.0 THz: channels Si 1, Ge 1, sum 0.64265, trace 0.64265
scan 8.0 THz: channels Si 1, Ge 1, sum 0.22118, trace 0.22118
scan 10.0 THz: channels Si 1, Ge 0, sum 0.00000, trace 0.00000
packet width 50 layers, run 31.9 ps
packet energy into Ge mode 1: 0.9528 0.0022 0.0307 | averaged |t|^2: 0.9529 0.0022 0.0307
packet energy into Ge mode 2: 0.0034 0.9444 0.0221 | averaged |t|^2: 0.0034 0.9445 0.0220
packet energy into Ge mode 3: 0.0212 0.0337 0.9052 | averaged |t|^2: 0.0212 0.0336 0.9053
largest packet difference: 1.5e-04
Ge bonds 10 % softer: sum 2.8868
rough misfit 4.2 %; Ge bonds stiffer by 17 %: sum 2.9381
abrupt junction 2.7523; swapped interlayer 2.7584; mean-mass interlayer 2.8829
model LA sound speed [001]: Si 6.49, Ge 4.04 km/s; Si below rough 8.4 km/s by 23 %
device length 1.086 nm; rough Ge conductivity 60 W/mK gives grey path 22 nm; ratio 5.0 %
h nu / kB T at 300 K: 0.400; h nu = 10.34 meV
```
